# Roots and Weights of the Diagonal G0W0 Quasiparticle Equation: verification in Python

The molecular numbers use the small basis 6-31G, so they illustrate the point and are not converged values.

```python
"""
Result under test: the diagonal G0W0 equation
    f(x) = x - e - sum_k r_k/(x - P_k) = 0,   r_k > 0, M distinct poles P_k,
has exactly M+1 roots, all real and interlacing the poles, and the weights
Z = 1/f'(root) lie strictly between 0 and 1 and sum to 1.
e   : orbital energy + exact exchange - exchange-correlation potential
P_k : eps_i - Lambda_v (occupied i) or eps_a + Lambda_v (empty a)
r_k : squared screened amplitudes; Lambda_v : RPA excitation energies
Example: H2, 6-31G, PBE starting point. Energies in hartree (Ha).
"""
import numpy as np
from scipy.optimize import brentq
from scipy.constants import physical_constants
from pyscf import gto, dft, ao2mo

HA_TO_EV = physical_constants["Hartree energy in eV"][0]
bond = 1.4
mol = gto.M(atom=[["H", (0, 0, -bond / 2)], ["H", (0, 0, bond / 2)]],
            unit="Bohr", basis="6-31g", verbose=0)
mf = dft.RKS(mol)
mf.xc = "pbe"
mf.grids.level = 4
mf.conv_tol = 1e-12
mf.chkfile = None
mf.kernel()
assert mf.converged

eps, coef = mf.mo_energy, mf.mo_coeff
n = len(eps)
nocc = mol.nelectron // 2
eri = ao2mo.restore(1, ao2mo.kernel(mol, coef), n)
dm = mf.make_rdm1()
vxc_ao = np.asarray(mf.get_veff(mol, dm)) - mf.get_j(mol, dm)
vxc = np.diag(coef.T @ vxc_ao @ coef)
sigx = -np.einsum("piip->p", eri[:, :nocc, :nocc, :])
sigx_from_density = -0.5 * np.diag(coef.T @ mf.get_k(mol, dm) @ coef)
assert np.allclose(sigx, sigx_from_density, atol=1e-9)
e_static = eps + sigx - vxc

# RPA excitations and screened amplitudes
gaps = (eps[None, nocc:] - eps[:nocc, None]).ravel()
assert gaps.min() > 0
nov = len(gaps)
K = eri[:nocc, nocc:, :nocc, nocc:].reshape(nov, nov)
L = eri[:nocc, nocc:].reshape(nov, n, n)
root_gap = np.sqrt(gaps)
lam2, zvec = np.linalg.eigh(np.diag(gaps**2)
                            + 4 * root_gap[:, None] * K * root_gap)
lam = np.sqrt(lam2)
assert np.linalg.eigvalsh(K).min() > -1e-12
assert lam.min() >= gaps.min() - 1e-12
amp = np.einsum("apq,av->pqv", L, root_gap[:, None] * zvec) * np.sqrt(2 / lam)


def all_poles(p):
    """Every pole, residue and (q, v) label before dropping zero residues."""
    rows = []
    for q in range(n):
        for v in range(nov):
            pole = eps[q] - lam[v] if q < nocc else eps[q] + lam[v]
            rows.append((pole, amp[p, q, v] ** 2, q + 1, v + 1))
    rows.sort()
    return rows


def sigma_quadrature(p, z, npts=800):
    """Imaginary-frequency convolution of G0 with W - v, W from Dyson equation."""
    theta = -np.pi / 2 + np.pi * (np.arange(npts) + 0.5) / npts
    total = 0.0
    for t in theta:
        w = np.tan(t)
        chi0 = np.diag(-4 * gaps / (gaps**2 + w**2))
        chi = np.linalg.solve(np.eye(nov) - chi0 @ K, chi0)
        wc = np.einsum("aq,ab,bq->q", L[:, p], chi, L[:, p])
        total += np.sum(wc / (z + 1j * w - eps)) / np.cos(t) ** 2
    return -total * (np.pi / npts) / (2 * np.pi)


def arrow_spectrum(e, poles, res):
    """Eigenvalues and squared first components of the bordered matrix."""
    H = np.diag(np.concatenate(([e], poles)))
    H[0, 1:] = H[1:, 0] = np.sqrt(res)
    val, vec = np.linalg.eigh(H)
    return val, vec[0] ** 2


def solve_and_test(p):
    rows = all_poles(p)
    kept = [r for r in rows if r[1] > 1e-10]
    dropped = [r[1] for r in rows if r[1] <= 1e-10]
    assert max(dropped, default=0.0) < 1e-12
    poles = np.array([r[0] for r in kept])
    res = np.array([r[1] for r in kept])
    M, e = len(poles), e_static[p]
    assert np.diff(poles).min() > 1e-6

    # pole form against the frequency integral
    z = 0.5 * (eps[nocc - 1] + eps[nocc]) + 0.3j
    quad_error = abs(sigma_quadrature(p, z) - np.sum(res / (z - poles)))
    assert quad_error < 1e-9

    # one bracketed root per interval
    def f(x):
        return x - e - np.sum(res / (x - poles))
    reach = np.sqrt(res.sum()) + 1
    left = np.concatenate(([min(e, poles[0]) - reach], poles + 1e-10))
    right = np.concatenate((poles - 1e-10, [max(e, poles[-1]) + reach]))
    roots = np.array([brentq(f, a, b, xtol=1e-15, rtol=1e-15)
                      for a, b in zip(left, right)])
    weights = np.array([1 / (1 + np.sum(res / (x - poles) ** 2))
                        for x in roots])

    # all complex zeros of the numerator polynomial
    poly = np.poly(np.concatenate(([e], poles)))
    for k in range(M):
        poly = np.polysub(poly, res[k] * np.poly(np.delete(poles, k)))
    zeros = np.roots(poly)
    assert len(zeros) == M + 1 and np.abs(zeros.imag).max() < 1e-6
    zeros = np.sort(zeros.real)
    assert np.array_equal(np.searchsorted(poles, zeros), np.arange(M + 1))
    assert np.allclose(zeros, roots, atol=1e-6)

    # bordered matrix: eigenvalues are roots, first components are weights
    val, first = arrow_spectrum(e, poles, res)
    assert np.allclose(val, roots, atol=1e-10)
    assert np.allclose(first, weights, atol=1e-8)
    assert weights.min() > 0 and weights.max() < 1
    assert abs(weights.sum() - 1) < 1e-8
    assert abs(weights @ roots - e) < 1e-8

    # zero-residue poles and a duplicated pole add no weighted root
    full_val, full_w = arrow_spectrum(e, np.array([r[0] for r in rows]),
                                      np.array([r[1] for r in rows]))
    assert np.sum(full_w > 1e-10) == M + 1
    dup_res = np.concatenate(([res[0] / 2, res[0] / 2], res[1:]))
    dup_val, dup_w = arrow_spectrum(e, np.concatenate(([poles[0]], poles)),
                                    dup_res)
    assert len(dup_val) == M + 2 and np.sum(dup_w > 1e-10) == M + 1
    assert abs(dup_val[np.argmin(dup_w)] - poles[0]) < 1e-10
    return kept, len(rows), roots, weights, quad_error


homo, lumo = nocc - 1, nocc
kept, n_all, roots, weights, qerr = solve_and_test(homo)
kept_l, _, roots_l, weights_l, _ = solve_and_test(lumo)
M = len(kept)

# broadened real-part equation: count sign changes on a fine grid
eta = 0.1
x = np.linspace(-10, 10, 200001)
broad = x - e_static[homo]
for pole, r, _, _ in kept:
    broad = broad - r * (x - pole) / ((x - pole) ** 2 + eta**2)
n_broad = int(np.sum(broad[:-1] * broad[1:] < 0))
assert n_broad < M + 1

print(f"H2, PBE/6-31G, bond length = {bond:.1f} bohr")
print(f"orbitals = {n}, occupied = {nocc}, RPA excitations = {nov}")
print("orbital energies (Ha):", " ".join(f"{v:.5f}" for v in eps))
print("orbital gaps D (Ha):", " ".join(f"{v:.5f}" for v in gaps))
print("RPA energies Lambda (Ha):", " ".join(f"{v:.5f}" for v in lam))
print("HOMO (orbital 1):")
print(f"  exchange self-energy = {sigx[homo]:.5f} Ha")
print(f"  vxc matrix element = {vxc[homo]:.5f} Ha")
print(f"  static energy e = {e_static[homo]:.5f} Ha")
print(f"  terms before dropping = {n_all}, poles kept M = {M}")
print(f"  pole form minus quadrature, modulus = {qerr:.1e} Ha")
print("  pole k: orbital q, excitation v, position (Ha), residue (Ha^2)")
for k, (pole, r, q, v) in enumerate(kept, 1):
    print(f"  {k}: q={q} v={v} {pole:.5f} {r:.6f}")
print("  root n: position (Ha), weight")
for k, (root, wt) in enumerate(zip(roots, weights), 1):
    print(f"  {k}: {root:.5f} {wt:.6f}")
print(f"  number of roots = {len(roots)}")
print(f"  sum of weights = {weights.sum():.10f}")
print(f"  weighted mean of roots = {weights @ roots:.5f} Ha")
best = int(np.argmax(weights))
print(f"  main root: n = {best + 1}, {roots[best]:.5f} Ha"
      f" = {roots[best] * HA_TO_EV:.3f} eV")
print(f"  real roots with broadening {eta:.1f} Ha = {n_broad}")
best_l = int(np.argmax(weights_l))
print(f"LUMO (orbital 2): e = {e_static[lumo]:.5f} Ha, M = {len(kept_l)},"
      f" roots = {len(roots_l)}")
print(f"  main root: n = {best_l + 1}, {roots_l[best_l]:.5f} Ha"
      f" = {roots_l[best_l] * HA_TO_EV:.3f} eV")
print(f"  its weight = {weights_l[best_l]:.6f},"
      f" sum of weights = {weights_l.sum():.10f}")
print("success")
```

Output:

```
H2, PBE/6-31G, bond length = 1.4 bohr
orbitals = 4, occupied = 1, RPA excitations = 3
orbital energies (Ha): -0.38095 0.07974 0.55255 1.05846
orbital gaps D (Ha): 0.46069 0.93350 1.43941
RPA energies Lambda (Ha): 0.59099 1.12997 1.68605
HOMO (orbital 1):
  exchange self-energy = -0.65513 Ha
  vxc matrix element = -0.44320 Ha
  static energy e = -0.59288 Ha
  terms before dropping = 12, poles kept M = 6
  pole form minus quadrature, modulus = 3.6e-17 Ha
  pole k: orbital q, excitation v, position (Ha), residue (Ha^2)
  1: q=1 v=2 -1.51092 0.046578
  2: q=2 v=1 0.67073 0.008518
  3: q=4 v=1 1.64946 0.005241
  4: q=3 v=2 1.68252 0.019476
  5: q=2 v=3 1.76579 0.013385
  6: q=4 v=3 2.74452 0.030239
  root n: position (Ha), weight
  1: -1.56021 0.049572
  2: -0.57571 0.935628
  3: 0.67728 0.005010
  4: 1.65121 0.000580
  5: 1.69084 0.003472
  6: 1.77212 0.002961
  7: 2.75369 0.002777
  number of roots = 7
  sum of weights = 1.0000000000
  weighted mean of roots = -0.59288 Ha
  main root: n = 2, -0.57571 Ha = -15.666 eV
  real roots with broadening 0.1 Ha = 1
LUMO (orbital 2): e = 0.24541 Ha, M = 6, roots = 7
  main root: n = 3, 0.24500 Ha = 6.667 eV
  its weight = 0.981761, sum of weights = 1.0000000000
success
```
